# Hole masses and their reversal under biaxial strain

A layer of a diamond or zincblende semiconductor is grown along \(z=[001]\) and strained equally along \(x\) and \(y\). The strain splits the valence-band top into doublets with different masses. The problem is to find these masses along growth and in the plane, to explain how they are related, and to find when the result fails.

**Model and conventions.** Hole energies \(E\) increase into the valence band, so the topmost valence band has the lowest \(E\). Masses are in units of the free-electron mass \(m_0\), and

\[
t=\frac{\hbar^2}{2m_0}=0.0381\ \mathrm{eV\,nm^2},
\]

so a band of mass \(m\) has kinetic energy \(tk^2/m\). Inversion asymmetry is neglected, and every level is then a Kramers doublet. The layer is treated as strained bulk material: quantum confinement along \(z\) is neglected, so \(k_z\) is a free continuous variable.

The band top is built from three orbital functions \(X,Y,Z\), which transform like the coordinates, times spin. To second order in \(\mathbf k\), cubic symmetry allows three constants in the orbital matrix \(K\). The Luttinger parameters \(\gamma_1,\gamma_2,\gamma_3\) are defined by writing it as

\[
K_{ii}=t\left[(\gamma_1+4\gamma_2)k_i^2+(\gamma_1-2\gamma_2)(k^2-k_i^2)\right],
\qquad K_{ij}=6t\gamma_3k_ik_j\quad(i\ne j).
\]

We take \(\gamma_2>0\) and parameters for which all masses are positive. A hole in orbital \(X\) is thus light along \(x\) and heavy across it.

A strain without shear components adds the diagonal energies \(-3b(\varepsilon_{ii}-\tfrac13\mathrm{Tr}\,\varepsilon)\), where \(b\) is the shear deformation potential. The common shift proportional to \(\mathrm{Tr}\,\varepsilon\) is dropped, as are changes of the \(\gamma_i\) with strain. Spin-orbit coupling adds \(\Delta(\tfrac13-\tfrac23\mathbf L\cdot\mathbf S)\), with \(L=1\) and \(S=\tfrac12\). Since \(\mathbf L\cdot\mathbf S=\tfrac12\) for \(J=\tfrac32\) and \(-1\) for \(J=\tfrac12\), these levels lie at \(0\) and \(\Delta\).

The numerical example uses round parameters that stand for no particular material: \(\gamma_1=10\), \(\gamma_2=3\), \(\gamma_3=4\), \(b=-2\) eV, \(C_{12}/C_{11}=0.5\), \(\Delta=0.3\) eV, and an in-plane strain of \(-1\%\) (compression) or \(+1\%\) (tension).

## (a) How does the strain shift the orbitals?

The layer surface is free. Express the orbital energies through one splitting parameter and evaluate it.

**Solution.** Let \(\varepsilon_\parallel\) be the in-plane strain. The stress normal to a free surface vanishes:

\[
C_{11}\varepsilon_{zz}+2C_{12}\varepsilon_\parallel=0
\quad\Rightarrow\quad
\varepsilon_{zz}=-2\frac{C_{12}}{C_{11}}\varepsilon_\parallel .
\]

With \(\mathrm{Tr}\,\varepsilon=2\varepsilon_\parallel+\varepsilon_{zz}\), the orbital energies are

\[
X,Y:\ -3b\left(\varepsilon_\parallel-\frac{2\varepsilon_\parallel+\varepsilon_{zz}}3\right)=-b(\varepsilon_\parallel-\varepsilon_{zz}),
\]
\[
Z:\ -3b\left(\varepsilon_{zz}-\frac{2\varepsilon_\parallel+\varepsilon_{zz}}3\right)=2b(\varepsilon_\parallel-\varepsilon_{zz}).
\]

Define

\[
\delta=2b(\varepsilon_\parallel-\varepsilon_{zz})=2b\,\varepsilon_\parallel\left(1+2\frac{C_{12}}{C_{11}}\right).
\]

The energies are then \(-\delta/2\) for \(X,Y\) and \(+\delta\) for \(Z\). Both are contained in \(-\tfrac{\delta}{2}q\), where the operator \(q\) equals \(+1\) on \(X,Y\) and \(-2\) on \(Z\).

For compression, \(\varepsilon_{zz}=+0.01\) and \(\delta=2(-2)(-0.02)\ \mathrm{eV}=80\) meV. For tension, \(\delta=-80\) meV.

## (b) What are the band edges when \(|\delta|\ll\Delta\)?

Find the mean value of \(q\) in the \(J=\tfrac32\) states and the order of their edges.

**Solution.** Use the orbital states \(|0\rangle=Z\) and \(|\pm\rangle=\mp(X\pm iY)/\sqrt2\), with \(L_z=0,\pm1\). Adding spin gives

\[
|\tfrac32,\tfrac32\rangle=|+\rangle\uparrow,\qquad
|\tfrac32,\tfrac12\rangle=\sqrt{\tfrac23}\,|0\rangle\uparrow+\sqrt{\tfrac13}\,|+\rangle\downarrow .
\]

Their Kramers partners are \(|-\rangle\downarrow\) and \(\sqrt{2/3}\,|0\rangle\downarrow+\sqrt{1/3}\,|-\rangle\uparrow\). The doublet \(|m_J|=\tfrac32\) is called HH and the doublet \(|m_J|=\tfrac12\) is called LH. Weighting \(q\) by the orbital content gives

\[
\langle q\rangle_{HH}=1,\qquad
\langle q\rangle_{LH}=\tfrac23(-2)+\tfrac13(1)=-1 .
\]

The strain conserves \(J_z\), so it does not mix HH with LH. When \(|\delta|\ll\Delta\), its mixing with \(J=\tfrac12\) can be neglected. The edges are therefore

\[
E_{HH}=-\frac{\delta}{2},\qquad E_{LH}=+\frac{\delta}{2}.
\]

Compression (\(\delta>0\)) makes HH the topmost valence band, and tension makes it LH.

## (c) What are the masses along growth and in the plane?

Keep \(|\delta|\ll\Delta\), take kinetic energies small compared with the edge splitting, and compare the two bands in both directions.

**Solution.** At \(\mathbf k=0\) the two doublets are separated by \(|\delta|\). Matrix elements of \(K\) between them are of order \(k^2\), so they change the energies only at order \(k^4/|\delta|\). The \(k^2\) term, which defines the mass, is \(K\) taken within each doublet.

Because \(K_{xy}=K_{yx}\) is real, the cross terms cancel in the diagonal element for \(|\pm\rangle\). With \(k_\parallel^2=k_x^2+k_y^2\),

\[
\langle\pm|K|\pm\rangle=\tfrac12(K_{xx}+K_{yy})
=\tfrac t2\left[(\gamma_1+4\gamma_2)k_\parallel^2+(\gamma_1-2\gamma_2)(k_\parallel^2+2k_z^2)\right]
\]
\[
=t\left[(\gamma_1+\gamma_2)k_\parallel^2+(\gamma_1-2\gamma_2)k_z^2\right].
\]

For the third orbital,

\[
\langle0|K|0\rangle=t\left[(\gamma_1-2\gamma_2)k_\parallel^2+(\gamma_1+4\gamma_2)k_z^2\right].
\]

Both results have the form

\[
t\left[\gamma_1k^2+\gamma_2(k_\parallel^2-2k_z^2)\,q\right],
\]

with \(q=1\) and \(q=-2\) respectively.

The off-diagonal elements within a doublet must also be examined. \(K\) leaves the spin unchanged, so it cannot connect \(|+\rangle\uparrow\) with \(|-\rangle\downarrow\). For LH, the element between the two partners is

\[
\frac{\sqrt2}{3}\left(\langle0|K|-\rangle+\langle+|K|0\rangle\right)
=\frac{\sqrt2}{3}\left(\frac{K_{zx}-iK_{zy}}{\sqrt2}-\frac{K_{xz}-iK_{yz}}{\sqrt2}\right)=0 .
\]

The two components of one LH state have opposite spins, so they give no cross term in its diagonal element either. The kinetic energy is therefore the expression above with \(q\) replaced by its mean value:

\[
\frac1{m_z}=\gamma_1-2\gamma_2\langle q\rangle,\qquad
\frac1{m_\parallel}=\gamma_1+\gamma_2\langle q\rangle .
\]

The in-plane mass is isotropic at this order. Inserting \(\langle q\rangle=\pm1\),

\[
\text{HH:}\quad \frac1{m_z}=\gamma_1-2\gamma_2,\qquad \frac1{m_\parallel}=\gamma_1+\gamma_2,
\]
\[
\text{LH:}\quad \frac1{m_z}=\gamma_1+2\gamma_2,\qquad \frac1{m_\parallel}=\gamma_1-\gamma_2 .
\]

For \(\gamma_2>0\), HH has the smaller inverse mass along \(z\) and the larger one in the plane. The band that is heavy along growth is the lighter one in plane.

For the example's \(\gamma_i\), the HH masses are \(1/(10-6)=0.250\) along growth and \(1/(10+3)=0.077\) in plane. In the limit \(\Delta\to\infty\) the LH masses are \(1/(10+6)=0.063\) and \(1/(10-3)=0.143\). In this limit all four are the same for both signs of strain, because \(\delta\) does not enter them. The sign decides which band is on top: the in-plane mass of the topmost band is 0.077 under compression and 0.143 under tension. With the example's \(\Delta=0.3\) eV the HH masses are unchanged, but the LH masses depend on the strain: part (f) gives 0.113 in plane under compression and 0.174 under tension.

## (d) Why must the order reverse?

Find a relation between the two masses of one doublet, and interpret it with the orbitals.

**Solution.** Adding the inverse masses over the three axes removes \(\langle q\rangle\):

\[
\frac2{m_\parallel}+\frac1{m_z}
=2\gamma_1+2\gamma_2\langle q\rangle+\gamma_1-2\gamma_2\langle q\rangle=3\gamma_1 .
\]

The sum is the same for both doublets. If one has the smaller inverse mass along \(z\), it must have the larger one in the plane. With the numbers of part (c) for \(\Delta\to\infty\), HH gives \(2(13)+4=30\) and LH gives \(2(7)+16=30\).

The sum has a simple origin. Each orbital has inverse mass \(\gamma_1+4\gamma_2\) along its own axis and \(\gamma_1-2\gamma_2\) along the two others, which also add to \(3\gamma_1\). HH contains \(X\) and \(Y\) in equal parts. Motion along \(z\) is across both orbitals and is heavy. In-plane motion averages one light and one heavy direction, which gives \(\gamma_1+\gamma_2\). LH is two thirds \(Z\), so it is light along \(z\) and mostly heavy across it.

## (e) How far from the edge does the result hold?

Let \(k_z=0\) and \(|\delta|\ll\Delta\). Find the in-plane energies at finite \(k\), the first correction to part (c), and the point at which the reversed order ends. The kinetic energies are also taken small compared with \(\Delta\). Unless stated otherwise, the numbers in this part use the example with \(\Delta\to\infty\).

**Solution.** Let \(\varphi\) be the angle of \(\mathbf k\) from \([100]\), and \(u=tk^2\). The orbital element that connects \(|+\rangle\) with \(|-\rangle\) is

\[
\langle+|K|-\rangle=-\tfrac12(K_{xx}-K_{yy}-2iK_{xy})
=-3t\left[\gamma_2(k_x^2-k_y^2)-2i\gamma_3k_xk_y\right].
\]

Since \(k_x^2-k_y^2=k^2\cos2\varphi\) and \(2k_xk_y=k^2\sin2\varphi\), its magnitude is \(3\Gamma u\), with

\[
\Gamma^2=\gamma_2^2\cos^22\varphi+\gamma_3^2\sin^22\varphi .
\]

The HH state \(|+\rangle\uparrow\) meets \(|-\rangle\uparrow\) in one LH partner, where its amplitude is \(\sqrt{1/3}\). The coupling is thus \(R\) with \(|R|=\sqrt3\,\Gamma u\). Elements containing \(|0\rangle\) and \(|\pm\rangle\) are proportional to \(k_z\) and vanish here. What remains is

\[
\begin{pmatrix}-\delta/2+(\gamma_1+\gamma_2)u&R\\ R^*&\delta/2+(\gamma_1-\gamma_2)u\end{pmatrix}.
\]

The mean of the diagonal elements is \(\gamma_1u\), and half their difference is \(\delta/2-\gamma_2u\). Hence

\[
E_\mp=\gamma_1u\mp\sqrt{\left(\frac{\delta}{2}-\gamma_2u\right)^2+3\Gamma^2u^2}.
\]

For \(u\ll|\delta|\), second-order perturbation theory, or expansion of the root, gives

\[
E_{HH}\simeq-\frac\delta2+(\gamma_1+\gamma_2)u-\frac{3\Gamma^2u^2}{\delta},
\qquad
E_{LH}\simeq\frac\delta2+(\gamma_1-\gamma_2)u+\frac{3\Gamma^2u^2}{\delta}.
\]

Relative to the HH kinetic energy, the correction has size \(3\Gamma^2u/[(\gamma_1+\gamma_2)|\delta|]\). At \(k=0.1\ \mathrm{nm^{-1}}\) in the example, \(u/\delta=0.00476\). Along \([110]\), where \(\Gamma^2=16\), the correction is \(48(0.00476)/13=1.8\%\). It is sensitive to \(\Delta\): with \(\Delta=0.3\) eV, diagonalizing the full matrix gives 3.9%.

To compare the bands at finite \(k\), measure each kinetic energy \(T\) from its own edge and call \(u/T\) the energy-defined mass. It is not the local curvature mass. Under compression, \(T_{HH}=E_-+\delta/2\) and \(T_{LH}=E_+-\delta/2\), so

\[
T_{HH}-T_{LH}=\delta-2\sqrt{\left(\frac\delta2-\gamma_2u\right)^2+3\Gamma^2u^2}.
\]

HH is the lighter band while this is positive. Squaring two positive quantities gives

\[
\frac{\delta^2}{4}>\frac{\delta^2}{4}-\delta\gamma_2u+(\gamma_2^2+3\Gamma^2)u^2
\quad\Rightarrow\quad
u<\frac{\gamma_2\,\delta}{\gamma_2^2+3\Gamma^2}.
\]

Along \([100]\) the limit is \(3(80)/36=6.7\) meV, or \(k=0.42\ \mathrm{nm^{-1}}\). Along \([110]\) it is \(3(80)/57=4.2\) meV, or \(k=0.33\ \mathrm{nm^{-1}}\). Since \(T_{HH}+T_{LH}=2\gamma_1u\), both kinetic energies equal \(\gamma_1u\) at the limit: 67 and 42 meV. Both energy-defined masses are then \(1/\gamma_1=0.1\). These limits are sensitive to \(\Delta\): with \(\Delta=0.3\) eV, diagonalizing the full matrix with all three doublets lowers them to \(k=0.29\ \mathrm{nm^{-1}}\) along \([100]\) and \(0.21\ \mathrm{nm^{-1}}\) along \([110]\).

Evaluating \(E_-\) for the topmost band under compression, again with \(\Delta\to\infty\), shows the change:

| \(k\) (nm⁻¹) | mass, [100] | mass, [110] |
|---:|---:|---:|
| 0.05 | 0.077 | 0.077 |
| 0.20 | 0.080 | 0.083 |
| 0.40 | 0.097 | 0.114 |
| 1.00 | 0.182 | 0.260 |

At \(k=0.40\ \mathrm{nm^{-1}}\) the mass is still below 0.1 along \([100]\) but already above it along \([110]\), as the two four-band limits require. With \(\Delta=0.3\) eV the masses at this \(k\) are larger, 0.113 and 0.149.

Under tension HH is the upper root \(E_+\), and

\[
T_{HH}-T_{LH}=2\sqrt{\left(\frac{|\delta|}2+\gamma_2u\right)^2+3\Gamma^2u^2}-|\delta|>0
\]

for every \(u>0\). In this four-band model the reversed order then has no upper limit in \(k\), although the masses themselves still change. A finite \(\Delta\) can introduce one. Comparing the two topmost doublets of the full matrix, the order persists up to \(k=5\ \mathrm{nm^{-1}}\) for \(\Delta=0.3\) eV, but for \(\Delta=40\) meV it ends near \(k=0.33\ \mathrm{nm^{-1}}\) along \([110]\).

If the strain is removed at fixed \(k\), the energies become

\[
E_\mp=\left(\gamma_1\mp\sqrt{\gamma_2^2+3\Gamma^2}\right)u .
\]

Along \([100]\), \(\Gamma=\gamma_2\) and the masses are \(1/(\gamma_1\mp2\gamma_2)\), or 0.25 and 0.063. Along \([110]\) they are 0.41 and 0.057. The topmost band is now the heavy one in the plane too. The limits \(k\to0\) and \(\delta\to0\) therefore do not commute: the in-plane masses of part (c) belong to kinetic energies that are small on the scale of the splitting.

## (f) Does the reversal survive a finite \(\Delta\)?

Include the \(J=\tfrac12\) doublet and find the masses at the band edges for any ratio \(\delta/\Delta\) with \(\delta\neq0\) and \(\Delta>0\).

**Solution.** HH has no partner with the same \(J_z\) among the \(J=\tfrac12\) states, so its edge state and masses are unchanged. LH mixes with

\[
|\tfrac12,\tfrac12\rangle=\sqrt{\tfrac13}\,|0\rangle\uparrow-\sqrt{\tfrac23}\,|+\rangle\downarrow .
\]

In this state \(\langle q\rangle=\tfrac13(-2)+\tfrac23=0\). The element of \(q\) between it and LH is \(\tfrac{\sqrt2}{3}(-2)-\tfrac{\sqrt2}{3}=-\sqrt2\). Multiplying by \(-\delta/2\) and adding the spin-orbit energy gives

\[
\begin{pmatrix}\delta/2&\delta/\sqrt2\\ \delta/\sqrt2&\Delta\end{pmatrix}.
\]

The root that tends to the LH edge as \(\delta\to0\) is the lower one:

\[
E_{LH}=\frac12\left(\Delta+\frac\delta2-W\right),\qquad
W=\sqrt{\left(\Delta-\frac\delta2\right)^2+2\delta^2}=\sqrt{\Delta^2-\Delta\delta+\frac94\delta^2}.
\]

The parameter \(\delta\) enters the edge Hamiltonian only through \(-\tfrac\delta2q\). The derivative of an eigenvalue is the mean of the derivative of the Hamiltonian, so \(\partial E_{LH}/\partial\delta=-\tfrac12\langle q\rangle_{LH}\), and

\[
\langle q\rangle_{LH}=-2\frac{\partial E_{LH}}{\partial\delta}
=-\frac12+\frac{\tfrac92\delta-\Delta}{2W}
\simeq-1+\frac{2\delta}{\Delta}\quad(|\delta|\ll\Delta).
\]

The mass formulas of part (c) still hold with this value. The mixed state has the form \(\alpha|0\rangle\uparrow+\beta|+\rangle\downarrow\), with partner \(\alpha|0\rangle\downarrow+\beta|-\rangle\uparrow\), and the same cancellation occurs within the doublet. The HH and LH edges also remain distinct. Their equality would require \(\Delta+\tfrac32\delta=W\), and squaring this gives \(4\Delta\delta=0\).

With \(\alpha^2+\beta^2=1\), \(\langle q\rangle_{LH}=1-3\alpha^2\) lies between \(-2\) and \(1\). The end values would need a pure \(|0\rangle\) or \(|+\rangle\) state, which spin-orbit coupling forbids because it connects the two. Therefore

\[
\frac1{m_\parallel^{HH}}-\frac1{m_\parallel^{LH}}=\gamma_2\left(1-\langle q\rangle_{LH}\right)>0,
\qquad
\frac1{m_z^{LH}}-\frac1{m_z^{HH}}=2\gamma_2\left(1-\langle q\rangle_{LH}\right)>0 .
\]

The reversal survives at the band edges, but the LH masses can move far from their four-band values. For compression with \(\Delta=300\) meV,

\[
W=\sqrt{300^2-300(80)+\tfrac94(80)^2}\ \mathrm{meV}=284\ \mathrm{meV},\qquad
\langle q\rangle_{LH}=-0.5+\frac{360-300}{2(284)}=-0.39 .
\]

The in-plane LH mass is \(1/(10-3\times0.39)=0.113\), so the four-band value 0.143 is 26% too large relative to it. The edge separation is 68 meV instead of 80 meV. For tension, \(\langle q\rangle_{LH}=-1.42\) and the in-plane LH mass is 0.174.

When \(|\delta|\gg\Delta\), the two signs of strain differ strongly:

- **Compression.** \(\langle q\rangle_{LH}\to1\), and LH becomes \(X\pm iY\) with the spin opposite to that in HH. Its masses approach those of HH, and the edge separation tends to \(2\Delta/3\). With \(\Delta=4\) meV the separation is 2.6 meV and the in-plane mass is 0.077, equal to that of HH to the digits given. The reversal is then negligible in size, and the energy range of the in-plane edge masses is set by this small separation, not by \(\delta\).
- **Tension.** \(\langle q\rangle_{LH}\to-2\), and LH becomes the \(Z\) orbital. Its inverse masses approach \(\gamma_1+4\gamma_2\) along growth and \(\gamma_1-2\gamma_2\) in plane. With \(\Delta=4\) meV the masses are 0.045 and 0.250, so the contrast with HH is stronger than in the four-band limit. HH now lies close to the third doublet instead, at a distance that also tends to \(2\Delta/3\), and this small separation sets the energy range of the in-plane HH edge mass.

The simple LH masses of part (c) thus need \(|\delta|\ll\Delta\) and \(tk^2\ll\Delta\), and the in-plane mass also needs \(tk^2\ll|\delta|\), with margins large enough to absorb the numerical factors found above. The HH edge masses have the same values for any \(\delta/\Delta\) within this model. The in-plane HH mass holds only for kinetic energies small on the scale of the distance to the nearest other edge. For \(\mathbf k\) along growth, \(K\) is diagonal in the orbitals and conserves \(J_z\), so HH stays unmixed and its growth mass holds as long as the quadratic form of \(K\) does.

All of these results are for strained bulk. A layer that stays coherent at 1% strain is typically only of order 10 nm thick. Confinement along \(z\) then shifts the edges and couples HH and LH subbands through the terms in \(k_zk_\parallel\). For the example with \(\Delta=0.3\) eV between hard walls, the in-plane mass of the topmost subband under compression is 0.084 at 20 nm thickness and 0.090 at 10 nm, instead of 0.077. Under tension it is 0.32 at 20 nm and negative at 10 nm, instead of 0.174, and at 5 nm the topmost subband is HH. The bulk in-plane masses and band order apply only when confinement energies are small compared with the edge separation.

Numbers in the example were calculated in double precision.
